\section*{Mayer bond orders and valence sum rules from the exchange pair density}

\section*{The decision: what to report as a bond order}

A closed-shell calculation on N$_2$ has converged, and a bond order is to be reported. The same formula, at the same geometry, gives 3.000 in a minimal basis and 2.245 in an augmented one. One must decide whether the smaller number signals a weaker bond, and whether a satisfied valence sum rule makes either number trustworthy. The answers follow from where the formula comes from: the exchange part of the pair density, together with a rule that assigns products of basis functions to atoms.

Atomic units are used in the algebra. The state is a single determinant of $N$ electrons in $N/2$ doubly occupied, real, orthonormal orbitals
\[
\phi_a(\mathbf r)=\sum_\mu \chi_\mu(\mathbf r)C_{\mu a}.
\]
Each real basis function $\chi_\mu$ belongs to one atom, and the functions are linearly independent. With overlap matrix $S_{\mu\nu}=\int\chi_\mu\chi_\nu\,d\mathbf r$, orthonormality and the density matrix read
\begin{equation}
C^{T}SC=1,\qquad P=2CC^{T}.
\label{orth}
\end{equation}
The bond-order formula and the sum rules below do not require the orbitals to minimise the energy. The integer values derived for H$_2$ and N$_2$ do require symmetry-adapted orbitals with the stated occupation.

\section*{The exchange part of the pair density}

Let $\psi_i$ be the occupied spin orbitals and normalise the pair density to $N(N-1)$, the number of ordered electron pairs. In the square of the determinant, integration over electrons $3,\dots,N$ leaves only two kinds of term. Either both factors place the same orbitals $i,j$ on electrons 1 and 2, or one factor has them interchanged, with a minus sign. For each ordered pair $i\ne j$ the other electrons can be arranged in $(N-2)!$ ways, so the prefactor is $N(N-1)(N-2)!/N!=1$. Writing $x$ for position and spin,
\[
\rho_2(x_1,x_2)=\sum_{ij}\left[\psi_i(x_1)^2\psi_j(x_2)^2
-\psi_i(x_1)\psi_j(x_1)\psi_i(x_2)\psi_j(x_2)\right].
\]
The terms $i=j$ may be included because they cancel.

Now sum over spin. The first term gives $\rho(1)\rho(2)$, where $\rho(1)=2\sum_a\phi_a(1)^2$. The second survives only if $i$ and $j$ have equal spin, which happens in two ways, so it gives
\[
2\sum_{ab}\phi_a(1)\phi_b(1)\phi_a(2)\phi_b(2)
=2\Big[\sum_a\phi_a(1)\phi_a(2)\Big]^2 .
\]
In terms of $\rho(1;2)=2\sum_a\phi_a(1)\phi_a(2)$, this is $\tfrac12\rho(1;2)^2$. Since $\rho(1;2)=\rho(2;1)$ for real orbitals,
\begin{equation}
\rho_2(1,2)=\rho(1)\rho(2)-\tfrac12\rho(1;2)\rho(2;1).
\label{pair}
\end{equation}
The exchange part is the subtracted term, taken with positive sign. Its terms with $i=j$ remove the pairing of each electron with itself, which the product of densities contains; they integrate to $N$. Its terms with $i\ne j$ come from antisymmetry; they redistribute pairs of equal spin and integrate to zero, because the orbitals are orthogonal.

\section*{Assigning exchange to pairs of atoms}

Insert the basis in both factors, with separate summation indices:
\[
\rho(1;2)=\sum_{\mu\sigma}P_{\mu\sigma}\chi_\mu(1)\chi_\sigma(2),\qquad
\rho(2;1)=\sum_{\lambda\nu}P_{\lambda\nu}\chi_\lambda(2)\chi_\nu(1).
\]
Electron 1 then appears in the product $\chi_\mu\chi_\nu$ and electron 2 in $\chi_\lambda\chi_\sigma$. Integrating over both positions gives
\begin{align}
\tfrac12\iint\rho(1;2)\rho(2;1)
&=\tfrac12\sum_{\mu\sigma\lambda\nu}P_{\mu\sigma}S_{\sigma\lambda}P_{\lambda\nu}S_{\nu\mu}\nonumber\\
&=\tfrac12\sum_{\mu\lambda}(PS)_{\mu\lambda}(PS)_{\lambda\mu}.
\label{total}
\end{align}

To divide this total, a choice is needed, because $\chi_\mu\chi_\nu$ may involve two atoms. Mayer's formula results when each electron is labelled by the first index of a density matrix: electron 1 by $\mu$, electron 2 by $\lambda$. The share with electron 1 on $A$ and electron 2 on $B$ is
\[
X_{AB}=\tfrac12\sum_{\mu\in A}\sum_{\lambda\in B}(PS)_{\mu\lambda}(PS)_{\lambda\mu}.
\]
Interchanging the two factors shows that $X_{AB}=X_{BA}$. A bond contains both orders, so the bond order is $X_{AB}+X_{BA}$:
\begin{equation}
B_{AB}=\sum_{\mu\in A}\sum_{\lambda\in B}(PS)_{\mu\lambda}(PS)_{\lambda\mu}.
\label{mayer}
\end{equation}
The same expression with $B=A$ defines $B_{AA}=2X_{AA}$. Its factor of two is a convention that keeps the sums below uniform. The terms in \eqref{mayer} are products of two different matrix elements, not squares, so the formula does not guarantee a positive result.

\subsection*{What exchange alone does not settle}

One could instead label electron 1 by $\mu$ and electron 2 by $\sigma$. Summing \eqref{total} over $\lambda$ and $\nu$ first gives
\begin{equation}
B'_{AB}=\sum_{\mu\in A}\sum_{\sigma\in B}P_{\mu\sigma}(SPS)_{\sigma\mu}.
\label{other}
\end{equation}
This divides the same exchange density by a different rule.

A third rule splits every product equally between its two functions. The label pairs are then $(\mu,\lambda)$, $(\mu,\sigma)$, $(\nu,\lambda)$ and $(\nu,\sigma)$, each with weight $\tfrac14$. The first gives \eqref{mayer}. So does the last, because its summand is $(SP)_{\sigma\nu}(SP)_{\nu\sigma}$ and $(SP)_{\sigma\nu}=(PS)_{\nu\sigma}$. The middle two give \eqref{other}. Equal splitting therefore yields $\tfrac12(B_{AB}+B'_{AB})$. In an orthonormal basis $S=1$, and all three rules reduce to a sum of $P_{\mu\sigma}^2$.

\section*{The closed-shell identity and the sum rules}

From \eqref{orth},
\[
PSP=4C(C^{T}SC)C^{T}=4CC^{T}=2P.
\]
Multiplication by $S$ from the right gives
\begin{equation}
(PS)^2=2PS.
\label{idem}
\end{equation}
The factor 2 is the occupation of each orbital.

Let $Q_A=\sum_{\mu\in A}(PS)_{\mu\mu}$ be the gross population of atom $A$. Summing \eqref{mayer} over all atoms $B$, including $A$, lets $\lambda$ run over the whole basis, which completes a matrix product:
\begin{equation}
\sum_B B_{AB}=\sum_{\mu\in A}\big((PS)^2\big)_{\mu\mu}=2Q_A.
\label{row}
\end{equation}
Define the valence of $A$ as $V_A=2Q_A-B_{AA}$. Moving $B_{AA}$ to the right-hand side of \eqref{row} gives
\begin{equation}
V_A=\sum_{B\ne A}B_{AB}.
\label{valence}
\end{equation}
The valence of an atom is the sum of its bond orders. Summing \eqref{row} over $A$ and using $\sum_AQ_A=\mathrm{Tr}\,PS=2\,\mathrm{Tr}\,C^{T}SC=N$ gives
\begin{equation}
\tfrac12\sum_{AB}B_{AB}=N.
\label{all}
\end{equation}
This agrees with \eqref{pair}: the product of densities integrates to $N^2$, the pair density to $N^2-N$, and the exchange part must supply the difference.

A model with three atoms, six electrons and random matrices shows the rule with several bonds. Atom 2 has $Q=0.7492$ and $B_{22}=0.4605$, so $V_2=2(0.7492)-0.4605=1.0379$. Its bond orders are 0.4307 and 0.6072, whose sum is also 1.0379. No chemistry was put into this model. The rule expresses orthonormality and double occupation, and its fulfilment does not show that the bond orders are chemically sensible.

Nor does it select Mayer's labelling. For \eqref{other},
\[
\sum_BB'_{AB}=\sum_{\mu\in A}(PSPS)_{\mu\mu}=2Q_A
\]
as well.

\section*{One orbital on two atoms, and H$_2$}

Take one doubly occupied orbital with coefficient vector $c$ over two functions, one per atom. Then $P=2cc^{T}$ and $(PS)_{\mu\lambda}=2c_\mu(Sc)_\lambda$. The populations are $Q_A=2c_A(Sc)_A$ and $Q_B=2c_B(Sc)_B$. Regrouping the four factors in \eqref{mayer},
\begin{equation}
B_{AB}=4c_A(Sc)_B\,c_B(Sc)_A=Q_AQ_B=1-(Q_A-1)^2.
\label{polar}
\end{equation}
The last step uses $Q_B=2-Q_A$. The maximum is one, reached for equal sharing, and the bond order vanishes when both electrons are assigned to one atom. A polar model with overlap 0.40, site energies $-1.00$ and $-0.50$ and coupling $-0.70$ (model units) has populations 1.5423 and 0.4577. Their product is 0.7059, the bond order found from \eqref{mayer}.

In minimal-basis H$_2$ the bonding orbital is symmetric, $c_A=c_B=k$. With $s$ the overlap of the two functions, normalisation requires $k^2(2+2s)=1$. Every element of $P$ is then
\[
P_{\mu\nu}=2k^2=\frac1{1+s}.
\]
Every row of $P$ multiplied by a column of $S$ gives $(1+s)/(1+s)$, so
\begin{equation}
PS=\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad B_{AB}=1.
\label{h2}
\end{equation}
Here $Q_A=1$ and $B_{AA}=1$, and the valence is $V_A=2-1=1$. In STO-3G at 0.7 angstrom, for example, $s=0.6861$ and $P_{\mu\nu}=0.5931$, whose product $0.5931\times1.6861$ is 1.000 to the digits carried.

The other labelling gives the same value. Since $(SPS)_{\mu\nu}=1+s$, each product $P_{\mu\nu}(SPS)_{\nu\mu}$ equals one. H$_2$ therefore cannot distinguish the rules.

\subsection*{Why one does not mean strongly bound}

The overlap has cancelled from \eqref{h2}, so the bond order is one at every distance. The restricted Hartree--Fock (RHF) energies, relative to two atoms in the same basis, are $-5.01$ eV at 0.7 angstrom, $+0.61$ eV at 1.5 angstrom and $+7.54$ eV at 3.0 angstrom. The bond order is unchanged while the molecule goes from bound to far above its fragments. These STO-3G energies are far from converged: in aug-cc-pVTZ they are $-3.61$, $-0.14$ and $+4.50$ eV, so the trend survives but the sign at 1.5 angstrom does not.

The pair count explains this. The product of densities assigns $Q_AQ_B=1$ to the ordered atom pair $(A,B)$, and exchange removes $X_{AB}=\tfrac12$. The same subtraction applies to $(A,A)$. Of the two ordered electron pairs, one in total has its electrons on different atoms and one has both on the same atom. The orbital product shows the same mixture:
\[
\phi(1)\phi(2)=k^2\,[\chi_A\chi_B+\chi_B\chi_A+\chi_A\chi_A+\chi_B\chi_B],
\]
where the first function in each product refers to electron 1. Covalent and ionic terms have equal amplitudes at any distance. Separated neutral atoms require the ionic terms to disappear, which this one determinant cannot achieve.

\section*{Where the closed-shell rule fails}

Correlation gives the symmetric and antisymmetric orbitals occupations $n_g$ and $n_u$, with $n_g+n_u=2$. Their coefficient vectors satisfy $Sc_g=(1+s)c_g$ and $Sc_u=(1-s)c_u$, and their squared coefficients are $1/[2(1+s)]$ and $1/[2(1-s)]$. The overlap factors cancel again:
\[
PS=\frac{n_g}{2}\begin{pmatrix}1&1\\1&1\end{pmatrix}
+\frac{n_u}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}
=\begin{pmatrix}1&d\\d&1\end{pmatrix},
\]
where $d=(n_g-n_u)/2$. Formula \eqref{mayer} now gives $B_{AB}=d^2$ and $B_{AA}=1$, while $Q_A=1$. The sum rule misses by
\begin{equation}
2Q_A-B_{AA}-B_{AB}=1-d^2=n_gn_u.
\label{defect}
\end{equation}
The last equality follows from $4=(n_g+n_u)^2$ and $(n_g+n_u)^2-(n_g-n_u)^2=4n_gn_u$.

Full configuration interaction (full CI), which is complete only within the chosen basis, gives these values in STO-3G:
\begin{center}
\begin{tabular}{cccccc}
$R$ (angstrom) & energy (eV) & $n_g$ & $n_u$ & $d^2$ & defect\\
0.7 & $-5.525$ & 1.9781 & 0.0219 & 0.9567 & 0.0433\\
1.5 & $-1.768$ & 1.7474 & 0.2526 & 0.5586 & 0.4414\\
3.0 & $-0.013$ & 1.0749 & 0.9251 & 0.0056 & 0.9944
\end{tabular}
\end{center}
Energies are again relative to two atoms and specific to this basis; in aug-cc-pVTZ they are $-4.67$, $-1.84$ and $-0.04$ eV. At 3.0 angstrom, $n_gn_u=1.0749\times0.9251=0.9944$, as \eqref{defect} requires.

The defect does not mean that electrons are missing. The full difference $\rho(1)\rho(2)-\rho_2(1,2)$ still integrates to $N=2$, but the product formula accounts for only $\tfrac12\sum_{AB}B_{AB}=1+d^2$. The remaining $1-d^2$ lies in a part of the pair density that $P$ alone does not supply through \eqref{pair}. The falling $d^2$ follows the loss of the bond here, but it is not the interatomic share of the full difference. That share is smaller: at the three distances it gives 0.42, 0.24 and 0.002 with Mayer's labelling, and 0.79, 0.34 and 0.003 with the other labelling.

\section*{N$_2$ in a minimal basis}

Place the molecule along $z$. Each atom has five functions: 1s, 2s and three 2p. Symmetry separates $S$ and $P$ into a $\sigma$ block and two $\pi$ blocks, so the bond order is a sum of three shares. Seven orbitals are doubly occupied, five $\sigma$ and two $\pi$.

Each $\pi$ block has one occupied orbital over two equivalent functions. Equation \eqref{polar} with equal populations gives a share of one.

The $\sigma$ block has six functions, five occupied orbitals and one empty orbital with normalised coefficient vector $x$. If $U$ is the square matrix of all six orbitals, $U^{T}SU=1$ implies $UU^{T}=S^{-1}$. Removing the empty orbital gives
\[
P=2(S^{-1}-xx^{T}),\qquad PS=2(1-xx^{T}S).
\]
Between different atoms the unit matrix does not contribute, leaving $(PS)_{\mu\lambda}=-2x_\mu(Sx)_\lambda$. The two minus signs cancel in \eqref{mayer}:
\[
B^{\sigma}_{AB}=4w_Aw_B,\qquad w_A=\sum_{\mu\in A}x_\mu(Sx)_\mu .
\]
Normalisation gives $w_A+w_B=x^{T}Sx=1$, and the equivalence of the atoms gives $w_A=w_B=\tfrac12$. The $\sigma$ share is therefore $4\cdot\tfrac12\cdot\tfrac12=1$, and
\begin{equation}
B_{AB}=1+1+1=3.
\label{n2}
\end{equation}
The value follows from symmetry and the count of orbitals. As in H$_2$, it does not depend on the distance while this occupation is kept.

The RHF/STO-3G energy is lowest at 1.134 angstrom, where the total energy is $-2925.242$ eV. There $Q_A=7$ and $B_{AA}=11$, so $V_A=14-11=3$. The exchange part integrates to $\tfrac12(11+11+3+3)=14$ electrons. In the numerical check, the pair density was built from the determinant by second quantization and then partitioned. It gives the same bond order, 3.000000.

The other labelling gives 2.557 for the bond and 11.443 for each atom. These also add to 14. Equal splitting gives $(3+2.557)/2=2.778$. The triple-bond value thus depends on how the exchange density is divided among the atoms; it does not follow from exchange by itself.

\section*{Choosing the basis}

At the same N$_2$ geometry, RHF in larger bases gives:
\begin{center}
\begin{tabular}{lccc}
basis & $B_{AB}$ & $B_{AA}$ & sum\\
STO-3G & 3.000 & 11.000 & 14.000\\
6-31G & 2.658 & 11.342 & 14.000\\
cc-pVDZ & 2.924 & 11.076 & 14.000\\
aug-cc-pVDZ & 2.245 & 11.755 & 14.000
\end{tabular}
\end{center}
Symmetry fixes $Q_A=7$, so whatever leaves the bond must appear in $B_{AA}$. The sum rule cannot detect the shift.

An extreme case shows why enlarging the basis need not help. Suppose the functions on atom $A$ alone were complete enough to represent all occupied orbitals. For linearly independent functions the expansion is unique, so $P$ would have no elements involving functions on $B$. The rows of $PS$ belonging to $B$ would vanish, and so would $B_{AB}$, whatever the density near atom $B$. The atomic label records where a function is centred, not where the electron is. This case has $Q_B=0$, which symmetry excludes in the N$_2$ calculations above, so it shows that the labelling depends on the basis but does not explain the particular aug-cc-pVDZ value.

For the opening decision, the drop from 3.000 to 2.245 is not evidence of a weaker bond, since the molecule and its geometry are the same. The table does not separate how much of the drop comes from the changed density and how much from the labelling. A Mayer bond order should be reported with its basis and compared only between molecules treated in the same compact basis, and even then only coarsely. With bond lengths of 1.203 angstrom for C--C in acetylene and 1.098 angstrom for N$_2$, RHF gives 3.40 and 2.63 in 6-31G but 2.81 and 2.93 in cc-pVDZ, so the order of similar bonds can reverse. The sum rule checks only that $(PS)^2=2PS$, that is, orthonormal orbitals with double occupation. Unconverged orbitals, a wrong choice of occupied orbitals or wrong atomic labels satisfy it equally. Bond strength has to come from energies, with correlation included. Correlation matters already near equilibrium (for H$_2$ at 0.7 angstrom, 0.5 eV in STO-3G above and about 1.1 eV in aug-cc-pVTZ), and it decides the result when the bond is stretched.

\section*{Calculated quantities}
\begin{verbatim}
Polar two-function model: overlap 0.4 replaced by input 0.40
  site energies (model units) -1.00, -0.50; coupling -0.70
  populations 1.5423, 0.4577; bond order 0.7059
H atom, STO-3G energy: -12.6963 eV
H2, STO-3G; energies relative to two atoms
  R = 0.7 angstrom: overlap 0.6861, P element 0.5931
    RHF: energy -5.012 eV, bond order 1.000000
    full CI: energy -5.525 eV, n_g 1.9781, n_u 0.0219
    product formula with CI density 0.9567, sum-rule defect 0.0433
  R = 1.5 angstrom: overlap 0.2568, P element 0.7957
    RHF: energy 0.607 eV, bond order 1.000000
    full CI: energy -1.768 eV, n_g 1.7474, n_u 0.2526
    product formula with CI density 0.5586, sum-rule defect 0.4414
  R = 3.0 angstrom: overlap 0.0183, P element 0.9821
    RHF: energy 7.541 eV, bond order 1.000000
    full CI: energy -0.013 eV, n_g 1.0749, n_u 0.9251
    product formula with CI density 0.0056, sum-rule defect 0.9944
N2, RHF/STO-3G: R = 1.1339 angstrom, total energy -2925.242 eV
  electrons 14, basis functions 10
  population per atom 7.000000, B_AA 11.000000
  bond order from PS 3.000000, from pair density 3.000000
  valence 2Q_A - B_AA = 3.000000
  integrated exchange part 14.000000 electrons
  shares: sigma 1.000000, pi_x 1.000000, pi_y 1.000000
  empty sigma orbital: atomic weights 0.500000, 0.500000
  other labelling: bond value 2.5567, one-atom value 11.4433
  equal division: bond value 2.7784
N2, RHF, same geometry, larger bases
  6-31g: bond order 2.6583, B_AA 11.3417, sum 14.0000
  cc-pvdz: bond order 2.9243, B_AA 11.0757, sum 14.0000
  aug-cc-pvdz: bond order 2.2450, B_AA 11.7550, sum 14.0000
Three-atom model (random matrices, 6 electrons)
  atom 1: Q 1.8363, B_AA 2.8581, valence 0.8144
  atom 2: Q 0.7492, B_AA 0.4605, valence 1.0379
  atom 3: Q 3.4145, B_AA 5.8381, valence 0.9909
  bond orders 12, 13, 23: 0.4307, 0.3837, 0.6072
\end{verbatim}
